# Vanishing Resta phase for free fermions on a half-filled ring

## Problem

A ring has $N_s=2N$ equivalent sites $j=0,1,\dots,N_s-1$ with spacing $a$ and length $L=N_sa$. Each site carries one orbital. The ring holds $N$ spinless fermions, so its single band is half filled. The Hamiltonian is

$$H=-t\sum_{j=0}^{N_s-1}\left(c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}\right),\qquad t>0,$$

with $c_{N_s}=c_0$ (periodic ring) or $c_{N_s}=-c_0$ (antiperiodic ring). The position operator is taken as diagonal in the sites, $X=a\sum_j j\,n_j$ with $n_j=c_j^\dagger c_j$. Resta's exponential position operator and its expectation value are

$$U=e^{2\pi iX/L},\qquad z=\langle\Psi|U|\Psi\rangle .$$

For particles of charge $-e$, the electronic polarization of a one-dimensional insulator is read from the phase of $z$ in a large ring,

$$P=-\frac{e}{2\pi}\,\mathrm{Im}\ln z\quad(\text{modulo }e).$$

In one dimension this is a dipole per length, hence a charge.

(a) Find the boundary condition for which the ground state is a closed shell, and show that then $z=0$ at every finite $N$.

(b) Find $\langle U^q\rangle$ for $q=1,\dots,N_s-1$ and the probability distribution of $X/a$ modulo $N_s$. Verify the result by counting for six sites and three particles.

(c) Does $z=0$ at half filling by itself prove that a state is metallic?

(d) What happens to $z$ when the shell is open?

(e) For odd $N$ and periodic boundaries, add the potential $-\Delta\sum_j(-1)^jn_j$. Find $z(\Delta)$ and compare the limits $\Delta\to0$ and $N\to\infty$.

For numbers use $t=0.05$ hartree and $\Delta=0.02$ hartree. These are round model parameters and represent no material.

## Solution

### Why the exponential is used

On a ring, the coordinates $j$ and $j+N_s$ denote the same site. The operator $X$ changes by $L$ under this relabelling of one particle, so its expectation value depends on where the ring is cut. The exponential $U$ is multiplied by $e^{2\pi i}=1$ and is unaffected. The price is that a position must be read from a phase, and $z$ has a phase only if $z\neq0$.

### (a) The closed-shell ground state

Let $w=e^{2\pi i/N_s}$. The one-particle eigenstates are plane waves,

$$\varphi_m(j)=\frac{w^{mj}}{\sqrt{N_s}},\qquad \varepsilon_m=-2t\cos\frac{2\pi m}{N_s}=-2t\cos\frac{\pi m}{N}.$$

Going once round the ring multiplies $\varphi_m$ by $w^{mN_s}=e^{2\pi im}$. Periodic boundaries therefore require integer $m$, and antiperiodic boundaries require half-integer $m$. Labels that differ by $N_s$ describe the same state.

The energy rises with $|m|$, and $m$ and $-m$ are degenerate. A closed shell must contain both or neither of each such pair. With $N$ particles the occupied labels are then

$$m=-m_F,\,-m_F+1,\dots,m_F,\qquad m_F=\frac{N-1}{2}.$$

For odd $N$ these are integers, so the ring must be periodic. For even $N$ they are half-integers, so it must be antiperiodic. The highest occupied and lowest empty energies follow from

$$\cos\frac{\pi(N-1)}{2N}=\sin\frac{\pi}{2N},\qquad \cos\frac{\pi(N+1)}{2N}=-\sin\frac{\pi}{2N},$$

and the gap between them is

$$E_g=4t\sin\frac{\pi}{2N}.$$

The ground state is unique at finite $N$, while the gap closes as $1/N$. This sequence of rings tends to a metal.

Now consider the action of $U$. Since $U$ is the exponential of $\frac{2\pi i}{N_s}\sum_jj\,n_j$, it gives a particle created on site $j$ the factor $w^j$:

$$Uc_j^\dagger U^{-1}=w^jc_j^\dagger .$$

The operator that creates a particle in $\varphi_m$ is $c^\dagger(m)=N_s^{-1/2}\sum_jw^{mj}c_j^\dagger$. Hence

$$Uc^\dagger(m)U^{-1}=\frac{1}{\sqrt{N_s}}\sum_jw^{(m+1)j}c_j^\dagger=c^\dagger(m+1).$$

The operator $U$ moves every particle up by one momentum step $2\pi/L$. The ground state is $|F\rangle=\prod_mc^\dagger(m)|0\rangle$ over the occupied labels, and $U|0\rangle=|0\rangle$. Inserting $U^{-1}U$ between the factors gives

$$U|F\rangle=\prod_{m=-m_F}^{m_F}c^\dagger(m+1)|0\rangle .$$

The overlap of two Slater determinants is the determinant of the overlaps of their orbitals, so

$$z=\det S,\qquad S_{mm'}=\langle\varphi_m|\varphi_{m'+1}\rangle=\delta_{m,m'+1}\quad(\text{labels modulo }N_s).$$

Consider the row $m=-m_F$. A non-zero entry would need an occupied $m'$ equal to $-m_F-1$ modulo $N_s$. The label $-m_F-1$ lies just below the occupied block. Its distance from an occupied label, $m'+m_F+1$, runs from $1$ to $2m_F+1=N$, and none of these numbers is a multiple of $N_s=2N$. The row is zero, and therefore

$$\boxed{z=\det S=0.}$$

For $N=5$ the matrix is

$$S=\begin{pmatrix}0&0&0&0&0\\1&0&0&0&0\\0&1&0&0&0\\0&0&1&0&0\\0&0&0&1&0\end{pmatrix}.$$

Four orbitals are carried into occupied orbitals and one is carried out of the Fermi sea. The singular values are accordingly four ones and one zero, as the numerical output also shows. The vanishing comes from a single orthogonal direction, not from many small factors.

The argument needs only a contiguous block that does not fill the band, so it holds for closed shells at every $0<N<N_s$. In a full band the top label is carried onto the bottom one. Then $S$ is a cyclic permutation of $N_s$ objects and $z=(-1)^{N_s-1}$, with modulus one. For ten sites this is $-1$. It agrees with the direct evaluation for one particle on every site, where $X/a=0+1+\dots+9=45$ and $e^{2\pi i\,45/10}=-1$.

A ten-site ring with five particles can also be treated without orbitals, by diagonalizing $H$ among all 252 occupations of the sites. This gives $|z|=4\times10^{-16}$, which is rounding error. The finite-ring gap is $4(0.05)\sin(\pi/10)=0.0618$ hartree. Any phase assigned to such a rounding residue has no physical content, because the complex number zero has no argument.

### (b) All powers, and the distribution of position

The operator $U^q$ shifts the occupied block by $q$. A contiguous block that does not fill the ring of labels has exactly one starting label, namely the one whose lower neighbour is empty. Two blocks of equal length coincide only if their starting labels coincide. For $q=1,\dots,N_s-1$ they do not, so $U^q|F\rangle$ is orthogonal to $|F\rangle$:

$$\langle U^q\rangle=0,\qquad q=1,\dots,N_s-1 .$$

Let $p_r$ be the probability that $X/a$ equals $r$ modulo $N_s$. By definition $\langle U^q\rangle=\sum_rp_rw^{qr}$. Inverting this finite Fourier sum gives

$$p_r=\frac{1}{N_s}\sum_{q=0}^{N_s-1}w^{-qr}\langle U^q\rangle=\frac{1}{N_s},$$

since only $q=0$, with $\langle U^0\rangle=1$, survives. The summed position, taken modulo the ring length, is equally likely to have any of its $N_s$ values. No value is preferred. This says more than $z=0$, which is the statement for $q=1$ alone: an undefined phase does not by itself make the distribution uniform, as part (c) will show.

For $N_s=6$ and $N=3$ this can be counted. The occupied labels are $-1,0,1$. For particles on sites $x_1<x_2<x_3$ the amplitude is the determinant of $w^{mx_i}/\sqrt6$. Taking $w^{-x_i}$, of modulus one, out of each row leaves the powers $0,1,2$ of $w^{x_i}$, which form a Vandermonde determinant. Thus

$$|\Psi(x_1,x_2,x_3)|^2=\frac{1}{6^3}\prod_{i<k}\left|w^{x_i}-w^{x_k}\right|^2 .$$

Each factor equals $2-2\cos(\pi d/3)$, where $d$ is the shorter distance round the ring. It is 1, 3 or 4 for $d=1,2,3$. There are 20 configurations, of three kinds:

- Six blocks of three neighbours have distances $1,1,2$ and weight $1\cdot1\cdot3=3$.
- Twelve configurations have distances $1,2,3$ and weight $1\cdot3\cdot4=12$.
- Two triangles of alternate sites have distances $2,2,2$ and weight $3\cdot3\cdot3=27$.

The total is $6\cdot3+12\cdot12+2\cdot27=216=6^3$, so the state is normalized.

Next, sort the weights by $X/a$ modulo 6. A block $\{s,s+1,s+2\}$ has $X/a=3s+3$, so three blocks fall on residue 0 and three on residue 3. The triangles $\{0,2,4\}$ and $\{1,3,5\}$ have sums 6 and 9 and fall on the same two residues. Each of these residues receives $3\cdot3+27=36$. The sets $\{s,s+1,s+3\}$ have $X/a=3s+4$ and give $3\cdot12=36$ to each of the residues 4 and 1. The sets $\{s,s+2,s+3\}$ have $X/a=3s+5$ and give 36 to each of 5 and 2. Every residue has probability $36/216=1/6$, and

$$z=\frac16\sum_{r=0}^{5}e^{i\pi r/3}=0 .$$

### (c) The zero of $z$ is not a proof of metallicity

Let $T$ translate every particle by one site, so that $Tn_jT^{-1}=n_{j+1}$. Then

$$TUT^{-1}=\exp\left(\frac{2\pi i}{N_s}\sum_jj\,n_{j+1}\right)=\exp\left(\frac{2\pi i}{N_s}\sum_j(j-1)n_j\right)=w^{-N}U .$$

At the seam, the coefficient of $n_0$ is $N_s-1$ instead of $-1$. The difference $N_s$ gives a factor $e^{2\pi i}=1$. At half filling $w^{-N}=e^{-i\pi}=-1$, so $TUT^{-1}=-U$.

If $T|\Psi\rangle=\tau|\Psi\rangle$ with $|\tau|=1$, then

$$z=\langle T\Psi|TUT^{-1}|T\Psi\rangle=-|\tau|^2z=-z,$$

and hence $z=0$. Nothing here requires free particles. Every non-degenerate ground state of a Hamiltonian invariant under translation by one site on this half-filled ring has $z=0$, whether it conducts or not.

A counterexample to the claim that $z=0$ implies a metal is the periodic ring with neighbour repulsion $V\sum_jn_jn_{j+1}$. For $V\gg t$ the particles occupy alternate sites, and moving one of them costs an energy $V$ when hopping is neglected, so the state is a charge-ordered insulator. Hopping lowers this cost but at $V=8t$ does not remove it: the first level above the two lowest lies $5.4t$ above the ground state on ten sites, a value that still drifts with size, to $4.9t$ on fourteen and $4.7t$ on eighteen sites. The sensitivity to the boundary condition, $N_s(E_{\rm antiperiodic}-E_{\rm periodic})/t$, falls as $0.25,\,0.066,\,0.017$ for $N=5,7,9$, as it should in an insulator. On ten sites the two patterns have $X/a=0+2+4+6+8=20$ and $1+3+5+7+9=25$. Their values of $U$ are $e^{4\pi i}=1$ and $e^{5\pi i}=-1$. The translation-invariant ground state contains both with equal weight, and the two contributions cancel. Their values of $U^2$ are both $+1$ and do not cancel.

Full diagonalization with $V=0.4$ hartree, which is $8t$, gives $|z|=2\times10^{-13}$ but $\langle U^2\rangle=0.879$. The ground state is unique, with the next level $2.5\times10^{-3}$ hartree above it. The value lies below one because hopping still moves particles off the ideal patterns. For the free Fermi sea $\langle U^2\rangle=0$ by part (b).

The two zeros thus have different meanings. In the charge-ordered ring, $\langle U^2\rangle$ has a phase. Halving it fixes the phase of $U$ up to $\pi$, and this ambiguity distinguishes the two patterns. In the free Fermi sea the higher powers up to $N_s-1$ vanish too, and no such recovery is possible. A non-zero $\langle U^2\rangle$ on one finite ring does not prove insulation either. At $V=t$ the ring is still metallic (the same boundary sensitivity stays at $3.09,\,3.07,\,3.07$ for $N=5,7,9$), yet $\langle U^2\rangle=0.089,\,0.046,\,0.032,\,0.024$ for $N=3,5,7,9$, while at $V=8t$ it is $0.826,\,0.879,\,0.910,\,0.928$. These two cases are separated by the trend with size: the value falls at $V=t$ and rises towards one at $V=8t$. On rings this small the trend is no general criterion. The exact solution of the model places the transition to the insulator at $V=2t$, yet at $V=2.5t$ the value still falls, $0.297,\,0.242,\,0.228,\,0.223$ for $N=3,5,7,9$, and at $V=3t$ it passes through a minimum, $0.372,\,0.334,\,0.337,\,0.350$.

### (d) The open shell

Take even $N$ on a periodic ring. The $N-1$ labels with $|m|<N/2$ are filled. The last particle may occupy $m=N/2$ or $m=-N/2$, both at zero energy. The ground level is a doublet, spanned by the determinants with occupied sets

$$A=\{-N/2,\dots,N/2-1\},\qquad B=\{-N/2+1,\dots,N/2\}=A+1 .$$

With creation operators written in order of increasing label, $U|A\rangle=|B\rangle$. The state $U|B\rangle$ has the block $A+2$, which is neither $A$ nor $B$ for $N_s\ge4$, so it is orthogonal to both. For the superposition

$$|\Psi\rangle=\cos\alpha\,|A\rangle+e^{i\phi}\sin\alpha\,|B\rangle$$

only $\langle B|U|A\rangle=1$ contributes:

$$z=e^{-i\phi}\sin\alpha\cos\alpha=\tfrac12e^{-i\phi}\sin2\alpha .$$

Each determinant alone has $z=0$, but a superposition can reach $|z|=\tfrac12$. This does not conflict with part (c). The total momenta of $A$ and $B$ differ by $N\cdot2\pi/(N_sa)=\pi/a$, so the superposition is not an eigenstate of $T$.

The claim that $z$ vanishes therefore needs the closed shell or a translation eigenstate. The conclusion about polarization survives in another form: the phase of $z$ is $-\phi$, a free parameter within a degenerate level, and the Hamiltonian does not select it. For eight sites and four particles, the choice $\alpha=\pi/4$, $\phi=0.7$ gives $|z|=0.5$ and phase $-0.7$ rad. The antiperiodic ring of the same size has a closed shell and $z=0$ within rounding.

### (e) Opening a gap

Let $N$ be odd and the ring periodic. A potential with $\Delta>0$ lowers the even sites and raises the odd ones. Because $w^N=-1$, we have $(-1)^j=w^{Nj}$, and the potential couples $\varphi_m$ only to $\varphi_{m+N}$. Also $\varepsilon_{m+N}=-\varepsilon_m$. With $k=\pi m/N$, the Hamiltonian of each pair is

$$h_m=\begin{pmatrix}-2t\cos k&-\Delta\\-\Delta&2t\cos k\end{pmatrix}=-E_m\begin{pmatrix}\cos\theta_m&\sin\theta_m\\\sin\theta_m&-\cos\theta_m\end{pmatrix},$$

where

$$E_m=\sqrt{4t^2\cos^2k+\Delta^2},\qquad \cos\theta_m=\frac{2t\cos k}{E_m},\qquad \sin\theta_m=\frac{\Delta}{E_m}.$$

Multiplying the last matrix into $(\cos\frac{\theta_m}{2},\sin\frac{\theta_m}{2})$ returns the same vector, by the addition theorems. The lower state, with energy $-E_m$, is therefore

$$\chi_m=\cos\frac{\theta_m}{2}\,\varphi_m+\sin\frac{\theta_m}{2}\,\varphi_{m+N}.$$

The labels $m=-m_F,\dots,m_F$ count each pair once, so the $N$ particles fill all the $\chi_m$.

For $m<m_F$, $U$ carries the pair $m$ into the pair $m+1$, and

$$\langle\chi_{m+1}|U|\chi_m\rangle=\cos\frac{\theta_{m+1}}{2}\cos\frac{\theta_m}{2}+\sin\frac{\theta_{m+1}}{2}\sin\frac{\theta_m}{2}=\cos\frac{\theta_{m+1}-\theta_m}{2}.$$

The last pair is different. From $2m_F+1=N$ we get $m_F+1=-m_F+N$, and $m_F+1+N=-m_F+2N$ is the same label as $-m_F$. The operator $U$ thus takes the pair $m_F$ to the pair $-m_F$ with its two members exchanged. Since $\theta_{-m}=\theta_m$,

$$\langle\chi_{-m_F}|U|\chi_{m_F}\rangle=2\sin\frac{\theta_{m_F}}{2}\cos\frac{\theta_{m_F}}{2}=\sin\theta_{m_F}.$$

All other overlaps vanish. The overlap matrix is a cyclic permutation with these weights, and the sign of a cycle of $N$ objects is $(-1)^{N-1}=+1$ for odd $N$. Therefore

$$z(\Delta)=\sin\theta_{m_F}\prod_{m=-m_F}^{m_F-1}\cos\frac{\theta_{m+1}-\theta_m}{2},\qquad \sin\theta_{m_F}=\frac{\Delta}{\sqrt{\Delta^2+4t^2\sin^2(\pi/2N)}} .$$

The missing link of the metallic matrix $S$ has been replaced by $\sin\theta_{m_F}$. The potential mixes the two sides of the Fermi level and closes the cycle.

**Fixed $N$, $\Delta\to0$.** All angles vanish and the product tends to one, with corrections of order $\Delta^2$. Hence

$$z\simeq\frac{\Delta}{2t\sin(\pi/2N)} .$$

For $N=5$ the slope is $1/(0.1\times0.3090)=32.36$ per hartree, which the numerical derivative reproduces.

**Fixed $\Delta\ne0$, $N\to\infty$.** The first factor tends to the sign of $\Delta$. In the product, neighbouring angles differ by about $(\pi/N)\,d\theta/dk$, and $\ln\cos(x/2)\simeq-x^2/8$. With $\rho=2t/|\Delta|$ and $\tan\theta=\Delta/(2t\cos k)$,

$$\ln|z|\simeq-\frac{\pi}{8N}\int_{-\pi/2}^{\pi/2}\frac{\rho^2\sin^2k}{(1+\rho^2\cos^2k)^2}\,dk .$$

The integrand has period $\pi$, so the range may be moved to $0<k<\pi$. The substitution $u=\cot k$ then turns the integral into

$$\int_{-\infty}^{\infty}\frac{\rho^2\,du}{[1+(1+\rho^2)u^2]^2}=\frac{\pi\rho^2}{2\sqrt{1+\rho^2}},$$

and to leading order in $1/N$

$$1-|z|\simeq\frac{\pi^2\rho^2}{16N\sqrt{1+\rho^2}} .$$

Here $\rho=5$, which gives $1-|z|\simeq3.02/N$. At $N=401$ this is $0.0075$, in agreement with the table.

| $N$ | $z(+\Delta)$ | gap (hartree) |
|---|---|---|
| 5 | 0.528 | 0.0736 |
| 25 | 0.887 | 0.0419 |
| 101 | 0.971 | 0.0401 |
| 401 | 0.992 | 0.0400 |

The gap is $2E_{m_F}$ and tends to $2\Delta=0.04$ hartree. The uniform ring has $z=0$ within rounding at each of these sizes.

Reversing $\Delta$ reverses every $\theta_m$. The product is unchanged and $z$ changes sign, so the phase is $0$ for $\Delta>0$ and $\pi$ for $\Delta<0$. These absolute phases hold for odd $N$ and the origin at site $0$. For even $N$ the two signs are exchanged, and moving the origin by $\delta$ changes the phase by $\pi\delta/a$ in magnitude. Without the contribution of a compensating ionic charge only the difference has meaning: the polarizations differ by $e/2$ modulo $e$. This is what moving one particle per cell of length $2a$ through a distance $a$ must give: $ea/(2a)=e/2$ in magnitude.

The uniform ring lies between these two insulators, where the real function $z(\Delta)$ passes through zero. The crossing has a width in $\Delta$ of order $2t\sin(\pi/2N)\simeq\pi t/N$ and becomes a jump as $N\to\infty$. The limits do not commute: $\Delta\to0$ first gives zero, while $N\to\infty$ first gives $\pm1$. An arbitrarily weak staggered potential in a large enough ring therefore selects a phase, and its sign decides which one. Without the potential there is none to select.

## Values computed for the example and the checks

```
hopping t = 0.050 hartree
staggered potential Delta = 0.020 hartree
neighbour repulsion V = 0.400 hartree
6 sites, 3 particles: number of configurations = 20
  configurations of weight 3/216: 6
  configurations of weight 12/216: 12
  configurations of weight 27/216: 2
  weight of X/a mod 6 = 0..5, over 216: [36, 36, 36, 36, 36, 36]
  exact symbolic z = 0
10 sites, 5 particles: configurations = 252
  ground-state energy = -0.323607 hartree
  one-particle gap of the finite ring = 0.061803 hartree
  singular values of overlap matrix: 1.000000 1.000000 1.000000 1.000000 0.000000
  |z| from determinant = 1.5e-16
  |z| from full diagonalization = 4.2e-16
  largest |<U^q>|, q = 1..9 = 3.9e-15
  largest |z| for 1..9 particles = 2.8e-15
  z of the full band (10 particles) = -1.000000
10 sites, 5 particles with repulsion V:
  splitting of two lowest states = 2.539e-03 hartree
  |z| = 1.8e-13
  <U^2> = 0.878635
8 sites, 4 particles:
  antiperiodic (closed shell) |z| = 1.9e-16
  periodic doublet, mixing phase 0.0 rad: |z| = 0.500000, arg z = -0.0000 rad
  periodic doublet, mixing phase 0.7 rad: |z| = 0.500000, arg z = -0.7000 rad
  periodic doublet, mixing phase 2.0 rad: |z| = 0.500000, arg z = -2.0000 rad
staggered ring with potential Delta, N particles on 2N sites:
  N = 5: z(+Delta) = 0.528235, z(-Delta) = -0.528235
    gap = 0.073618 hartree, uniform ring |z| = 1.5e-16
  N = 25: z(+Delta) = 0.886734, z(-Delta) = -0.886734
    gap = 0.041925 hartree, uniform ring |z| = 8.1e-17
  N = 101: z(+Delta) = 0.970512, z(-Delta) = -0.970512
    gap = 0.040121 hartree, uniform ring |z| = 4.4e-16
  N = 401: z(+Delta) = 0.992487, z(-Delta) = -0.992487
    gap = 0.040008 hartree, uniform ring |z| = 1.5e-16
slope dz/dDelta at Delta = 0, N = 5: 32.3607 per hartree
```
